# The Nonbonding Pi Orbital of a Symmetric Amidinate Anion: a numerical check

```python
"""
Result under test: in the Hueckel model of a symmetric N-C-N pi system with
four electrons, the highest occupied pi orbital is (1, 0, -1)/sqrt(2), and its
energy is the nitrogen Coulomb energy aN for every aC and b.
Symbols: aN, aC Coulomb energies; b N-C resonance integral; D = aC - aN;
t, s N-N coupling and overlap; d half the difference of two unequal nitrogens.
The model is compared with the formamidinate anion HC(NH)2-, whose pi block is
extracted from self-consistent calculations with intrinsic atomic orbitals.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants, k as k_B, e as q_e
from pyscf import gto, scf, dft, ao2mo
from pyscf.lo import iao as iao_module

HARTREE = physical_constants["Hartree energy in eV"][0]


def pi_matrix(aN, aC, b, t=0.0, d=0.0):
    return np.array([[aN + d, b, t], [b, aC, b], [t, b, aN - d]])


# ---- symbolic tests: general overlap, unequal bonds, N-N coupling ----
aN, aC, b1, b2, s1, s2, t, s, E = sp.symbols("aN aC b1 b2 s1 s2 t s E")
H = sp.Matrix([[aN, b1, 0], [b1, aC, b2], [0, b2, aN]])
assert sp.expand((H - aN * sp.eye(3)).det()) == 0
assert sp.simplify(H * sp.Matrix([b2, 0, -b1])
                   - aN * sp.Matrix([b2, 0, -b1])) == sp.zeros(3, 1)
H = sp.Matrix([[aN, b1, t], [b1, aC, b1], [t, b1, aN]])
S = sp.Matrix([[1, s1, s], [s1, 1, s1], [s, s1, 1]])
secular = (H - E * S).det()
assert sp.simplify(secular.subs(E, (aN - t) / (1 - s))) == 0
assert sp.expand(secular.subs({t: 0, s: 0, E: aN})) == 0

# ---- numerical tests over random parameters ----
rng = np.random.default_rng(7)
order_seen = set()
for _ in range(400):
    an, ac = rng.uniform(-12, 2, 2)
    b = -rng.uniform(0.5, 4)
    D = ac - an
    levels, vectors = np.linalg.eigh(pi_matrix(an, ac, b))
    root = np.sqrt(D**2 / 4 + 2 * b**2)
    assert np.allclose(levels, [an + D/2 - root, an, an + D/2 + root])
    assert abs(vectors[1, 1]) < 1e-10
    low = D / 2 - root
    assert np.isclose(vectors[1, 0]**2, low**2 / (low**2 + 2 * b**2))
    # N-N coupling: is the orbital with a carbon node still the second one?
    tt = rng.uniform(-5, 5)
    margin = b**2 - tt * (tt + D)
    if abs(margin) > 1e-3:
        vec = np.linalg.eigh(pi_matrix(an, ac, b, tt))[1]
        node_index = int(np.argmax(np.abs(vec[0] - vec[2])))
        assert (node_index == 1) == (margin > 0)
        order_seen.add(margin > 0)
assert order_seen == {True, False}

# unequal nitrogens: leading-order carbon weight and energy shift
b, D = -2.5, 1.7
d = 0.01 * abs(b)
lev, vec = np.linalg.eigh(pi_matrix(0.0, D, b, d=d))
assert np.isclose(vec[1, 1]**2, d**2 / (2 * b**2), rtol=2e-3)
assert np.isclose(lev[1], D * d**2 / (2 * b**2), rtol=2e-3)

# ---- formamidinate anion, planar, mirror plane x = 0, pi axis z ----
r_CN, r_NH, r_CH = 0.132, 0.102, 0.110          # nm, idealised
angle_NCN, angle_CNH = 125.0, 110.0             # degrees, idealised
half = np.radians(angle_NCN / 2)
N_pos = r_CN * np.array([np.sin(half), -np.cos(half), 0.0])
direction = np.arctan2(-N_pos[1], -N_pos[0]) - np.radians(angle_CNH)
H_pos = N_pos + r_NH * np.array([np.cos(direction), np.sin(direction), 0.0])
mirror = np.array([-1.0, 1.0, 1.0])
atoms_nm = [("C", np.zeros(3)), ("N", N_pos), ("N", N_pos * mirror),
            ("H", np.array([0.0, r_CH, 0.0])), ("H", H_pos),
            ("H", H_pos * mirror)]
mol = gto.M(atom=[(el, tuple(10 * xyz)) for el, xyz in atoms_nm],
            unit="Angstrom", basis="aug-cc-pvdz", charge=-1, verbose=0)
overlap = mol.intor("int1e_ovlp")
odd = np.array([lab[3] in ("z", "xz", "yz")
                for lab in mol.ao_labels(fmt=None)])


def odd_weight(orbitals):
    """Part of each orbital's norm that changes sign under z -> -z."""
    part = orbitals[odd]
    return np.einsum("pi,pq,qi->i", part, overlap[np.ix_(odd, odd)], part)


def analyse(mf):
    """Pi block in the order N, C, N (eV) and the occupied orbitals."""
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    energies = mf.mo_energy[mf.mo_occ > 0] * HARTREE
    raw = iao_module.iao(mol, occupied)
    w, u = np.linalg.eigh(raw.T @ overlap @ raw)
    local = raw @ (u / np.sqrt(w)) @ u.T
    local = local[:, odd_weight(local) > 0.5]
    assert local.shape[1] == 3
    local = local[:, [1, 0, 2]]
    fock = local.T @ np.asarray(mf.get_fock()) @ local * HARTREE
    is_pi = odd_weight(occupied) > 0.5
    assert is_pi.sum() == 2
    pi_energy, sigma_energy = energies[is_pi], energies[~is_pi]
    homo = occupied[:, is_pi][:, -1]
    weights = (local.T @ overlap @ homo)**2
    # node tested on the orbital itself, on and off the mirror plane
    points = rng.uniform(-3, 3, (300, 3))
    off_plane = np.abs(mol.eval_gto("GTOval_sph", points) @ homo).max()
    points[:, 0] = 0.0
    on_plane = np.abs(mol.eval_gto("GTOval_sph", points) @ homo).max()
    assert on_plane < 1e-3 * off_plane
    assert weights[1] < 1e-6 and abs(weights[0] - 0.5) < 1e-3
    # full self-consistent energy against the pi-block formula aN - t
    assert abs(pi_energy[-1] - (fock[0, 0] - fock[0, 2])) < 2e-3
    return dict(F=fock, pi=pi_energy, sigma=sigma_energy[-1],
                local=local, weights=weights)


hf = scf.RHF(mol)
hf_result = analyse(hf)
ks = dft.RKS(mol)
ks.xc = "pbe0"
ks_result = analyse(ks)

# origin of the N-N element in Hartree-Fock
local = hf_result["local"]
density = hf.make_rdm1()
coulomb, exchange = hf.get_jk(mol, density)
t_coulomb = (local.T @ (hf.get_hcore() + coulomb) @ local)[0, 2] * HARTREE
t_exchange = -0.5 * (local.T @ exchange @ local)[0, 2] * HARTREE
bond_order_NN = (local.T @ overlap @ density @ overlap @ local)[0, 2]
n1, n2 = local[:, [0]], local[:, [2]]
repulsion_NN = float(np.ravel(ao2mo.kernel(
    mol, (n1, n1, n2, n2), compact=False))[0]) * HARTREE

print("Formamidinate anion, aug-cc-pVDZ, idealised geometry")
print(f"C-N, N-H, C-H lengths: {r_CN:.3f}, {r_NH:.3f}, {r_CH:.3f} nm")
print(f"N-C-N, C-N-H angles: {angle_NCN:.0f}, {angle_CNH:.0f} degrees")
print(f"N...N distance: {2 * N_pos[0]:.3f} nm")
for name, res in (("HF", hf_result), ("PBE0", ks_result)):
    F = res["F"]
    an, ac, b, tt = F[0, 0], F[1, 1], F[0, 1], F[0, 2]
    D = ac - an
    model, vec = np.linalg.eigh(pi_matrix(an, ac, b))
    print(f"--- {name} ---")
    print(f"aN = {an:.3f} eV, aC = {ac:.3f} eV, D = {D:.3f} eV")
    print(f"b = {b:.3f} eV, N-N element t = {tt:.3f} eV")
    print("Hueckel levels (t dropped): "
          + ", ".join(f"{x:.3f}" for x in model) + " eV")
    print("full occupied pi levels: "
          + ", ".join(f"{x:.3f}" for x in res["pi"]) + " eV")
    print(f"full pi HOMO minus aN: {res['pi'][-1] - an:.3f} eV")
    print("pi HOMO weights N, C, N: "
          + ", ".join(f"{abs(x):.3f}" for x in res["weights"]))
    print(f"model bonding orbital, carbon weight: {vec[1, 0]**2:.3f}")
    print(f"model pi electrons on N, C: {1 + 2 * vec[0, 0]**2:.3f}, "
          f"{2 * vec[1, 0]**2:.3f}")
    print(f"order condition: t(t+D) = {tt * (tt + D):.3f} eV^2, "
          f"b^2 = {b**2:.3f} eV^2")
    print(f"highest in-plane orbital: {res['sigma']:.3f} eV")
    top = "pi" if res["pi"][-1] > res["sigma"] else "in-plane"
    print(f"HOMO of the whole anion: {top}; pi minus in-plane = "
          f"{res['pi'][-1] - res['sigma']:.3f} eV")
    if name == "HF":
        hf_model = (an, ac, b, D, model)

print("--- neglected effects, HF parameters ---")
print(f"t, one-electron + Coulomb part: {t_coulomb:.3f} eV")
print(f"t, exchange part: {t_exchange:.3f} eV")
print(f"N-N pi bond order: {bond_order_NN:.3f}")
print(f"N-N pi repulsion integral: {repulsion_NN:.3f} eV")
print("exchange estimate -(bond order)(repulsion)/2: "
      f"{-0.5 * bond_order_NN * repulsion_NN:.3f} eV")
an, ac, b, D, model = hf_model
d = 0.5
lev, vec = np.linalg.eigh(pi_matrix(an, ac, b, d=d))
print(f"unequal nitrogens, chosen d = {d:.1f} eV")
print(f"carbon weight: {vec[1, 1]**2:.5f} diagonalized, "
      f"{d**2 / (2 * b**2):.5f} leading order")
print(f"energy shift: {lev[1] - an:.5f} eV diagonalized, "
      f"{D * d**2 / (2 * b**2):.5f} eV leading order")
T = 473.0
print(f"thermal energy at {T:.0f} K: {k_B * T / q_e:.4f} eV")
print(f"model gap above the pi HOMO: {model[2] - model[1]:.3f} eV")
print("OK")
```

Printed output:

```
Formamidinate anion, aug-cc-pVDZ, idealised geometry
C-N, N-H, C-H lengths: 0.132, 0.102, 0.110 nm
N-C-N, C-N-H angles: 125, 110 degrees
N...N distance: 0.234 nm
--- HF ---
aN = -0.325 eV, aC = 4.894 eV, D = 5.219 eV
b = -7.395 eV, N-N element t = 2.139 eV
Hueckel levels (t dropped): -8.495, -0.325, 13.064 eV
full occupied pi levels: -7.218, -2.464 eV
full pi HOMO minus aN: -2.139 eV
pi HOMO weights N, C, N: 0.500, 0.000, 0.500
model bonding orbital, carbon weight: 0.379
model pi electrons on N, C: 1.621, 0.758
order condition: t(t+D) = 15.740 eV^2, b^2 = 54.691 eV^2
highest in-plane orbital: -4.425 eV
HOMO of the whole anion: pi; pi minus in-plane = 1.961 eV
--- PBE0 ---
aN = 1.140 eV, aC = 2.608 eV, D = 1.468 eV
b = -4.411 eV, N-N element t = 1.026 eV
Hueckel levels (t dropped): -4.407, 1.140, 8.156 eV
full occupied pi levels: -3.855, 0.114 eV
full pi HOMO minus aN: -1.026 eV
pi HOMO weights N, C, N: 0.500, 0.000, 0.500
model bonding orbital, carbon weight: 0.442
model pi electrons on N, C: 1.558, 0.883
order condition: t(t+D) = 2.558 eV^2, b^2 = 19.459 eV^2
highest in-plane orbital: -0.896 eV
HOMO of the whole anion: pi; pi minus in-plane = 1.010 eV
--- neglected effects, HF parameters ---
t, one-electron + Coulomb part: 1.693 eV
t, exchange part: 0.446 eV
N-N pi bond order: -0.427
N-N pi repulsion integral: 5.839 eV
exchange estimate -(bond order)(repulsion)/2: 1.247 eV
unequal nitrogens, chosen d = 0.5 eV
carbon weight: 0.00228 diagonalized, 0.00229 leading order
energy shift: 0.01190 eV diagonalized, 0.01193 eV leading order
thermal energy at 473 K: 0.0408 eV
model gap above the pi HOMO: 13.389 eV
OK
```
